# Best-fit molecular rotation from Horn's quaternion matrix and the SVD

## What symmetry says about the answer

Two geometries of a molecule are given as labelled sites: $\mathbf x_k$ in the reference and $\mathbf y_k$ in the target, with positive weights $w_k$. Let both have their weighted centroid at the origin. We want the proper rotation $R$ that minimises

$$E=\sum_k w_k|\mathbf y_k-R\mathbf x_k|^2 .$$

A rotation preserves lengths, so $|R\mathbf x_k|^2=|\mathbf x_k|^2$, and $R$ survives only in the cross term $-2\sum_k w_k\,\mathbf y_k\cdot R\mathbf x_k$. This term is linear in $R$. A rotation is in turn quadratic in the four components of a unit quaternion $q$, as shown below. The quantity to maximise is therefore a quadratic form $q^TNq$, with a real symmetric $4\times4$ matrix $N$ that is linear in the data.

Symmetry also fixes the trace of $N$. Let $\bar R$ be the average of $R$ over all unit quaternions, taken uniformly on their sphere. A further fixed rotation $R'$ leaves this average unchanged, so $R'\bar R=\bar R$ for every $R'$. Each column of $\bar R$ is then a vector unchanged by all rotations, which must be zero. The average of $q^TNq$ is consequently zero. On the unit sphere in four dimensions the average of $q_iq_j$ is $\delta_{ij}/4$, so this average is also $\operatorname{tr}N/4$, and $N$ is traceless. It has nine independent elements, as many as the $3\times3$ matrix of correlations between the geometries.

A quadratic form on a unit sphere is largest at an eigenvector of its largest eigenvalue. That is the form of the answer. Rescaling the target by a positive factor multiplies $N$ by that factor and leaves the best rotation unchanged.

## Rotations written with quaternions

Write $q=q_0+\mathbf v$, scalar part first, with the product

$$(a+\mathbf u)(b+\mathbf z)=ab-\mathbf u\cdot\mathbf z+a\mathbf z+b\mathbf u+\mathbf u\times\mathbf z .$$

The conjugate is $\bar q=q_0-\mathbf v$. To evaluate $q\mathbf x\bar q$, first form

$$q\mathbf x=-\mathbf v\cdot\mathbf x+q_0\mathbf x+\mathbf v\times\mathbf x .$$

Multiplication by $\bar q$ gives the scalar part $-q_0\mathbf v\cdot\mathbf x+q_0\mathbf x\cdot\mathbf v=0$, and the vector part

$$(\mathbf v\cdot\mathbf x)\mathbf v+q_0^2\mathbf x+q_0\mathbf v\times\mathbf x-q_0\mathbf x\times\mathbf v-(\mathbf v\times\mathbf x)\times\mathbf v .$$

Since $(\mathbf v\times\mathbf x)\times\mathbf v=|\mathbf v|^2\mathbf x-(\mathbf v\cdot\mathbf x)\mathbf v$, this is

$$R(q)\mathbf x=(q_0^2-|\mathbf v|^2)\mathbf x+2\mathbf v(\mathbf v\cdot\mathbf x)+2q_0\,\mathbf v\times\mathbf x. \tag{1}$$

Put $q_0=\cos(\theta/2)$ and $\mathbf v=\mathbf n\sin(\theta/2)$ with $|\mathbf n|=1$. A vector along $\mathbf n$ is unchanged, and a vector perpendicular to it becomes $\cos\theta\,\mathbf x+\sin\theta\,\mathbf n\times\mathbf x$. Equation (1) is thus an active turn by $\theta$ about $\mathbf n$, and every proper rotation is such a turn. The quaternions $q$ and $-q$ describe the same rotation.

## A small example by hand

Take four sites of unit weight, with coordinates in bohr. The sites $(\pm2,0,0)$ have targets $(0,\pm2,0)$, and the sites $(0,\pm1,0)$ have targets $(\mp1,0,0)$. The correlation matrix $M=\sum_k w_k\mathbf x_k\mathbf y_k^T$ has two nonzero elements:

$$M_{12}=2(2)(2)=8,\qquad M_{21}=2(1)(-1)=-2 .$$

The cross term is $\sum_k\mathbf y_k\cdot R\mathbf x_k=R_{21}M_{12}+R_{12}M_{21}$. From (1), $R_{21}=2(q_1q_2+q_0q_3)$ and $R_{12}=2(q_1q_2-q_0q_3)$, so

$$8R_{21}-2R_{12}=20q_0q_3+12q_1q_2 .$$

This form separates into two pairs of components. Because $2q_0q_3\le q_0^2+q_3^2$ and $2q_1q_2\le q_1^2+q_2^2$, it is at most $10(q_0^2+q_3^2)+6(q_1^2+q_2^2)\le10$. The maximum is reached at $q=(1,0,0,1)/\sqrt2$, a turn by $90^\circ$ about the third axis. The squared lengths of both geometries sum to $10+10=20$, so $E=20-2(10)=0$, as it should be for an undistorted copy.

Now add two sites $(0,0,\pm h)$ with targets $(0,0,\mp h)$. The target has become a turned mirror image. The new element $M_{33}=-2h^2$ adds $-2h^2R_{33}$, where $R_{33}=q_0^2-q_1^2-q_2^2+q_3^2$. The pair $(q_0,q_3)$ now has eigenvalues $-2h^2\pm10$, and the pair $(q_1,q_2)$ has $2h^2\pm6$. The largest eigenvalue is therefore the larger of the two pairs' top values, $10-2h^2$ and $6+2h^2$. They cross at $h=1$.

The sum of squared lengths is now $20+4h^2$. For $h<1$ the best rotation is still the $90^\circ$ turn, with $E=20+4h^2-2(10-2h^2)=8h^2$: the two added sites each miss by $2h$. For $h>1$ it is a half turn about $(1,1,0)$, with $E=20+4h^2-2(6+2h^2)=8$: now the sites $(0,\pm1,0)$ each miss by 2. A proper rotation cannot repair the handedness, so it sacrifices the direction in which this costs least. At $h=1$ the two choices tie, and every normalised combination of their quaternions is equally good. The $90^\circ$ turn combined with a reflection of the third coordinate would give $E=0$ for every $h$.

## The general quadratic form

Let the original coordinates be $\mathbf a_k$ and $\mathbf b_k$, and allow a translation $\mathbf t$. With $W=\sum_kw_k$ and weighted centroids $\bar{\mathbf a},\bar{\mathbf b}$, set $\mathbf x_k=\mathbf a_k-\bar{\mathbf a}$ and $\mathbf y_k=\mathbf b_k-\bar{\mathbf b}$. Then

$$\mathbf b_k-R\mathbf a_k-\mathbf t=(\mathbf y_k-R\mathbf x_k)+(\bar{\mathbf b}-R\bar{\mathbf a}-\mathbf t).$$

The weighted sum of the first bracket vanishes, so squaring leaves no cross term between the brackets:

$$E=\sum_kw_k|\mathbf y_k-R\mathbf x_k|^2+W|\bar{\mathbf b}-R\bar{\mathbf a}-\mathbf t|^2 .$$

For any $R$ the best translation is $\mathbf t=\bar{\mathbf b}-R\bar{\mathbf a}$. Define $G=\sum_kw_k(|\mathbf x_k|^2+|\mathbf y_k|^2)$. Since $\sum_kw_k y_{k,i}R_{ij}x_{k,j}=R_{ij}M_{ji}$, with repeated indices summed,

$$E=G-2\operatorname{tr}(RM). \tag{2}$$

Insert (1), and use $\mathbf y\cdot(\mathbf v\times\mathbf x)=\mathbf v\cdot(\mathbf x\times\mathbf y)$:

$$\operatorname{tr}(RM)=(q_0^2-|\mathbf v|^2)\operatorname{tr}M+2\mathbf v^TM\mathbf v+2q_0\mathbf v\cdot\boldsymbol\Delta .$$

Here $\boldsymbol\Delta=\sum_kw_k\mathbf x_k\times\mathbf y_k$, or in components $(M_{23}-M_{32},\,M_{31}-M_{13},\,M_{12}-M_{21})$. Only the symmetric part of $M$ contributes to $\mathbf v^TM\mathbf v$, so $2\mathbf v^TM\mathbf v=\mathbf v^T(M+M^T)\mathbf v$. The result is $q^TNq$ with Horn's matrix

$$N=\begin{pmatrix}\operatorname{tr}M&\boldsymbol\Delta^T\\ \boldsymbol\Delta&M+M^T-(\operatorname{tr}M)I\end{pmatrix}. \tag{3}$$

Let $\lambda_1\ge\lambda_2\ge\lambda_3\ge\lambda_4$ be its eigenvalues and $u_i$ its orthonormal eigenvectors. For $q=\sum_ic_iu_i$ with $\sum_ic_i^2=1$,

$$q^TNq=\sum_i\lambda_ic_i^2\le\lambda_1,$$

with equality when $q$ lies in the top eigenspace. Hence $E_{\min}=G-2\lambda_1$. The eigenvector is automatically a proper rotation, and no determinant has to be inspected.

## The same optimum from the SVD

Let $M=USV^T$, with singular values $s_1\ge s_2\ge s_3\ge0$. The orthogonal matrices $U$ and $V$ may have determinant $-1$. Make them proper by changing the sign of their third columns where needed:

$$U'=U\,\mathrm{diag}(1,1,\det U),\qquad V'=V\,\mathrm{diag}(1,1,\det V).$$

Then $M=U'\Sigma V'^T$, where $\Sigma=\mathrm{diag}(s_1,s_2,\sigma_3)$, $\sigma_3=d\,s_3$ and $d=\det U\det V$. By cyclic invariance of the trace,

$$\operatorname{tr}(RM)=\operatorname{tr}(Q\Sigma),\qquad Q=V'^TRU' .$$

$Q$ is again proper. Its quaternion follows from that of $R$ by multiplication on the left and right with fixed unit quaternions. Such multiplication is linear and preserves length, so it is an orthogonal $4\times4$ transformation, and $N(M)$ has the same eigenvalues as $N(\Sigma)$. Equation (3) makes $N(\Sigma)$ diagonal, with entries

$$\begin{aligned}\lambda_1&=s_1+s_2+\sigma_3,&\lambda_2&=s_1-s_2-\sigma_3,\\ \lambda_3&=-s_1+s_2-\sigma_3,&\lambda_4&=-s_1-s_2+\sigma_3.\end{aligned} \tag{4}$$

The successive differences are $2(s_2+\sigma_3)$, $2(s_1-s_2)$ and $2(s_2-\sigma_3)$. None is negative, so the order is correct. The top eigenvector of $N(\Sigma)$ is $(1,0,0,0)$, which means $Q=I$ and

$$R=V'U'^T=V\,\mathrm{diag}(1,1,d)\,U^T. \tag{5}$$

This derives the determinant correction, including its place on the smallest singular value.

**Reflections.** An improper orthogonal matrix in three dimensions is $-P$ with $P$ proper. Its trace with $M$ is $-\operatorname{tr}(PM)$, which is at most $-\lambda_4=s_1+s_2-\sigma_3$. The best proper and improper misfits therefore differ by

$$E_{\rm proper}-E_{\rm improper}=-2(\lambda_1+\lambda_4)=-4\sigma_3. \tag{6}$$

The uncorrected matrix $VU^T$ gives $\operatorname{tr}(VU^TM)=s_1+s_2+s_3$, the better of the two. Since $\det M=d\,s_1s_2s_3$, it is improper (a rotation combined with a reflection) when $\det M<0$. For a planar geometry $s_3=0$ and the two fits tie; the sign of $d$ then depends on the choice of singular vectors, but (5) still returns a proper rotation.

**Uniqueness.** The rotation is unique exactly when $\lambda_1>\lambda_2$, that is, when $s_2+d\,s_3>0$. It fails whenever $s_2=s_3=0$, as for collinear sites, and for $d=-1$ with $s_2=s_3$, which is the case $h=1$ above.

**Stiffness.** Take $q=\cos(\theta/2)\,u_1+\sin(\theta/2)\,u_i$. The scalar part of $q\bar u_1$ is the dot product $q\cdot u_1=\cos(\theta/2)$, so $q$ differs from the best rotation by a turn of angle $\theta$. Then

$$E-E_{\min}=2(\lambda_1-\lambda_i)\sin^2(\theta/2). \tag{7}$$

The smallest stiffness belongs to $\lambda_2$, whose eigenvector in the frame of $\Sigma$ is a half turn about the direction of $s_1$. Turning about the direction of strongest correlation costs least. The same formula shows that a stationary rotation with $\lambda_i<\lambda_1$ is not a local minimum, since $E$ falls on the way from $u_i$ to $u_1$.

## The procedure

1. Subtract the weighted centroids and form $M$.
2. Build $N$ from (3), diagonalise it and take the normalised top eigenvector, or compute the SVD of $M$ and use (5).
3. Examine $\lambda_1-\lambda_2$. If it is zero, the best rotation is not unique. If it is small, compare it with the change that coordinate errors make in $M_{23}-M_{32}$ in the frame of $\Sigma$. To first order the fitted rotation turns about the softest axis by $2\,\delta(M_{23}-M_{32})/(\lambda_1-\lambda_2)$, in which $s_1$ does not appear. The turn is large for a nearly collinear geometry whose width is comparable to the errors, and for $d=-1$ with $s_2$ close to $s_3$. A long geometry that is wide compared with the errors stays well determined, however small the gap is relative to $s_1$.
4. Set $\mathbf t=\bar{\mathbf b}-R\bar{\mathbf a}$ and evaluate $\mathrm{RMSD}=\sqrt{E/W}$ from the residuals.

The site labels must already match; the method does not search over permutations.

## A chiral five-site model

The following reference and distortions $\boldsymbol\delta_k$ are in bohr, with dimensionless weights, so $W=12$.

| $w_k$ | $\mathbf a_k$ | $\boldsymbol\delta_k$ |
|---|---|---|
| 4 | (0, 0, 0) | (0.1, 0, −0.1) |
| 1 | (1.2, 1.2, 1.2) | (0, 0.2, 0.1) |
| 2 | (−1.5, −1.5, 1.5) | (−0.2, 0.1, 0) |
| 3 | (−1.9, 1.9, −1.9) | (0.1, −0.1, 0.2) |
| 2 | (2.2, −2.2, −2.2) | (0, 0.1, −0.2) |

Target A is $\mathbf b_k=R_0(\mathbf a_k+\boldsymbol\delta_k)+\mathbf t_0$, where $R_0$ turns by $100^\circ$ about $(1,2,2)/3$ and $\mathbf t_0=(3,-1,2)$. Target B has $\mathbf a_k+\boldsymbol\delta_k$ reflected in its third coordinate before the same turn and shift.

For A the sums give, in bohr²,

$$M=\begin{pmatrix}-0.6205&17.8341&-23.6772\\-11.5840&-4.0194&26.1048\\23.0618&-0.8377&6.8001\end{pmatrix}.$$

The corner of $N$ is $-0.6205-4.0194+6.8001=2.1602$. The last border element is $17.8341+11.5840=29.4181$, and the corresponding off-diagonal element of the lower block is $17.8341-11.5840=6.2501$. The other entries follow in the same way. Numerical diagonalisation gives eigenvalues $74.5103$, $4.0956$, $-23.4824$ and $-55.1235$, with top eigenvector

$$q=(0.6381,\,0.2585,\,0.5215,\,0.5040).$$

The angle is $2\arccos(0.6381)=100.7^\circ$ and the axis is $(0.336,0.677,0.655)$. The numerical SVD gives $s=(39.3029,25.5139,9.6934)$ and $d=1$; their sum reproduces $\lambda_1$ to rounding. With $G=149.4708$,

$$E_{\min}=149.4708-2(74.5103)=0.450\ \text{bohr}^2,$$

and the RMSD is $\sqrt{0.450/12}=0.194$ bohr, or 0.103 Å. The fitted rotation differs from $R_0$ by $1.6^\circ$. At $R_0$, with the best translation, the RMSD is 0.203 bohr. The distortions have a part that resembles a small common turn, and the fit absorbs it.

For B the centred targets are those of A reflected in a plane, so $M$ is multiplied on the right by a reflection matrix. The singular values stay the same while $d$ becomes $-1$. By (4), the whole spectrum changes sign, and its top value is now $55.1235$. Therefore

$$E_{\min}=149.4708-2(55.1235)=39.22\ \text{bohr}^2,$$

with RMSD 1.808 bohr, or 0.957 Å. The uncorrected SVD instead returns determinant $-1$ and RMSD 0.194 bohr. This small number measures agreement with the mirror image, which no rigid motion can reach. The difference in $E$ is $4(9.6934)=38.77$ bohr², as (6) requires.

For $d=-1$ the determinant can be made positive by reversing $s_3$, $s_2$, $s_1$ or all three signs in $VU^T$. These choices have traces $\lambda_1,\lambda_2,\lambda_3,\lambda_4$ and RMSDs of 1.808, 2.923, 3.625 and 4.987 bohr. Reversing the whole matrix gives a proper rotation, but the worst one.

The gaps are $2(25.5139+9.6934)=70.41$ bohr² for A and $2(25.5139-9.6934)=31.64$ bohr² for B. A $10^\circ$ error about the softest axis raises $E$ by $2(70.41)\sin^2 5^\circ=1.070$ bohr² in A and by 0.481 bohr² in B. In A this increases the RMSD from 0.194 to 0.356 bohr. In B it increases from 1.808 to only 1.819 bohr, mainly because the misfit of handedness is already large; the smaller rise in $E$ also contributes.

## Fewer sites and nearly perfect fits

With only the first three sites of the reference and of A, the geometries are planar. The best proper and improper fits both have RMSD 0.108 bohr. This tie does not make the proper rotation ambiguous, since $s_2>0$.

For the first two sites, let $\mathbf r_a$ and $\mathbf r_b$ be the separation vectors. Centring gives $M=\mu\,\mathbf r_a\mathbf r_b^T$ with $\mu=w_1w_2/(w_1+w_2)=0.8$. The one nonzero singular value is $\mu|\mathbf r_a||\mathbf r_b|=3.766$ bohr², and the eigenvalues of $N$ are this value twice and its negative twice. The top eigenvalue is degenerate because a turn about the line joining the sites changes nothing.

A nearly perfect fit calls for care with the formula $G-2\lambda_1$, which subtracts almost equal numbers. In double precision, with relative rounding $\epsilon\approx2\times10^{-16}$, its error is of order $\epsilon G$, which can appear as a false RMSD of order $\sqrt{\epsilon G/W}$. For $G\approx150$ bohr² and $W=12$ this is about $5\times10^{-8}$ bohr. In fifty undistorted copies of the reference, turned by different rotations, the largest false RMSD was $8\times10^{-8}$ bohr from the magnitude of $G-2\lambda_1$, but $3\times10^{-15}$ bohr from the residuals. The eigenvector was accurate in these cases; the loss occurred in the subtraction.
